# Broken-Bond Wulff Shapes of Bravais Crystals Are Zonohedra: verification in Python

```python
# RESULT UNDER TEST
# A Bravais crystal with attractive pair bonds (vector b, energy phi_b > 0, one b
# of each +-b pair, cell volume Omega) has at zero temperature the surface energy
#     gamma(n) = sum_b phi_b |b.n| / (2 Omega),
# and its Wulff shape W = {x: x.n <= gamma(n) for all n} is the zonohedron
#     W = sum_b [-s_b, s_b],   s_b = phi_b b / (2 Omega).
# Example: fcc with first (phi1) and second (phi2) neighbour bonds.
# Lengths in nm, energies in eV; lattice vectors are integers in units of a/2.
import itertools
from math import gcd
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import maximum_flow
from scipy.spatial import ConvexHull, HalfspaceIntersection

a, phi1, phi2 = 0.41, 0.35, 0.035
diameter, temperature = 20.0, 600.0
k_B = constants.k / constants.e
to_J_m2 = constants.e * 1e18
Omega = a**3 / 4
rng = np.random.default_rng(1)

bonds = np.array([(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1),
                  (0, 1, -1), (2, 0, 0), (0, 2, 0), (0, 0, 2)])
primitive = np.array([(0, 1, 1), (1, 0, 1), (1, 1, 0)])
phi = np.array([phi1] * 6 + [phi2] * 3)
segments = phi[:, None] * bonds * (a / 2) / (2 * Omega)


def unit(h):
    return np.array(h, float) / np.linalg.norm(h)


def gamma(n, weights=phi):
    """Derived formula; n is one unit vector or an array of them."""
    return np.abs(np.asarray(n) @ (bonds * a / 2).T) @ weights / (2 * Omega)


def layer_step(h):
    return gcd(*[int(x) for x in primitive @ np.array(h)])


def spacing(h):
    return layer_step(h) * (a / 2) / np.linalg.norm(h)


def missing_by_layer(h, weights):
    """Bond weight missing at an atom of each layer below a flat (h) surface."""
    both = np.vstack([bonds, -bonds]) @ np.array(h)
    w2 = np.concatenate([weights, weights])
    result, depth = [], 0
    while np.any(both > depth):
        result.append(w2[both > depth].sum())
        depth += layer_step(h)
    return np.array(result)


def counted_pair(h, weights=phi):
    return missing_by_layer(h, weights).sum() / 2 * spacing(h) / Omega


def counted_root(h):
    """Many-body model: atom energy = -sqrt(sum of bond weights), scaled units."""
    full = 2 * phi.sum()
    m = missing_by_layer(h, phi)
    return np.sum(np.sqrt(full) - np.sqrt(full - m)) * spacing(h) / Omega


normals = [h for h in itertools.product(range(-3, 4), repeat=3)
           if any(h) and gcd(*h) == 1]


def wulff_vertices(energy):
    """Vertices of the intersection of half-spaces, straight from the definition."""
    planes = np.array([np.append(unit(h), -energy(h)) for h in normals])
    points = HalfspaceIntersection(planes, np.zeros(3)).intersections
    return np.unique(np.round(points, 7) + 0.0, axis=0)


# --- surface energy: layer counting against the formula ---
for h in normals:
    assert abs(counted_pair(h) / gamma(unit(h)) - 1) < 1e-10


# --- cheapest interface of given mean orientation, not assumed flat ---
def cheapest_cut(h, cell_bonds, period=4, layers=14):
    """Minimum broken-bond weight per surface cell, by maximum flow."""
    q = primitive @ np.array(h) // layer_step(h)
    trial = sorted((np.array(v) for v in itertools.product(range(-3, 4), repeat=3)
                    if any(v)), key=lambda v: int(v @ v))
    flat = [v for v in trial if v @ q == 0]
    t1, t2 = next((u, v) for u, v in itertools.combinations(flat, 2)
                  if np.array_equal(np.cross(u, v), q)
                  or np.array_equal(np.cross(u, v), -q))
    t3 = next(v for v in trial if v @ q == 1)
    inverse = np.rint(np.linalg.inv(np.column_stack([t1, t2, t3]))).astype(int)
    source = 2 * layers * period**2
    sink = source + 1

    def node(sub, u, v, w):
        if w < 0:
            return source
        if w >= layers:
            return sink
        return ((sub * layers + w) * period + u % period) * period + v % period

    rows, cols, caps = [], [], []
    for sub1, sub2, shift, weight in cell_bonds:
        du, dv, dw = (int(x) for x in inverse @ np.array(shift))
        for w in range(-abs(dw), layers + abs(dw)):
            for u, v in itertools.product(range(period), repeat=2):
                i, j = node(sub1, u, v, w), node(sub2, u + du, v + dv, w + dw)
                if i != j:
                    rows += [i, j]
                    cols += [j, i]
                    caps += [weight, weight]
    graph = coo_matrix((np.array(caps, dtype=np.int32), (rows, cols)),
                       shape=(sink + 1, sink + 1)).tocsr()
    return maximum_flow(graph, source, sink).flow_value / period**2


whole = np.array([10] * 6 + [1] * 3)
in_cells = np.rint(bonds @ np.linalg.inv(primitive)).astype(int)
fcc_bonds = [(0, 0, tuple(c), int(w)) for c, w in zip(in_cells, whole)]
for h in [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 1, 0), (3, 1, 1), (3, 2, 1)]:
    expected = 2 * gamma(unit(h), whole) * Omega / spacing(h)
    assert abs(cheapest_cut(h, fcc_bonds) - expected) < 1e-9

# --- diamond: bonds do not continue straight, and the formula fails ---
diamond_bonds = [(0, 1, s, 1) for s in
                 [(0, 0, 0), (-1, 0, 0), (0, -1, 0), (0, 0, -1)]]
diamond_true = cheapest_cut((1, 1, 1), diamond_bonds)
diamond_vectors = np.array([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]) * a / 4
diamond_formula = np.abs(diamond_vectors @ unit((1, 1, 1))).sum() / spacing((1, 1, 1))
assert diamond_true < diamond_formula - 0.1

# --- Wulff shape: half-spaces against the sum of segments ---
W = wulff_vertices(counted_pair)
hull = ConvexHull(W)
V_W = 8 * sum(abs(np.linalg.det(np.array(t)))
              for t in itertools.combinations(segments, 3))
corners = np.array(list(itertools.product([-1, 1], repeat=len(bonds)))) @ segments
assert abs(hull.volume / V_W - 1) < 1e-6
assert abs(ConvexHull(corners).volume / V_W - 1) < 1e-6
directions = rng.normal(size=(300, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
assert np.allclose((directions @ W.T).max(axis=1), gamma(directions), rtol=1e-6)


def triangle_areas(h):
    p = h.points[h.simplices]
    return np.linalg.norm(np.cross(p[:, 1] - p[:, 0], p[:, 2] - p[:, 0]), axis=1) / 2


# --- facets: those of the hull against planes holding two bond directions ---
hull_normals = np.unique(np.round(hull.equations[:, :3], 3) + 0.0, axis=0)
plane_normals = set()
for b1, b2 in itertools.combinations(bonds, 2):
    c = np.cross(b1, b2)
    for sign in (1, -1):
        plane_normals.add(tuple(int(x) for x in sign * c // gcd(*[int(y) for y in c])))
assert len(hull_normals) == len(plane_normals)
for h in plane_normals:
    flat = [s for s, b in zip(segments, bonds) if b @ np.array(h) == 0]
    area = 4 * sum(np.linalg.norm(np.cross(u, v))
                   for u, v in itertools.combinations(flat, 2))
    on_facet = hull.equations[:, :3] @ unit(h) > 1 - 1e-5
    assert abs(triangle_areas(hull)[on_facet].sum() / area - 1) < 1e-5


# --- minimum of surface energy at fixed volume ---
def energy_ratio(points):
    """Surface energy over the lower bound 3 V^(2/3) V_W^(1/3)."""
    h = ConvexHull(points)
    total = triangle_areas(h) @ gamma(h.equations[:, :3])
    return total / (3 * h.volume**(2 / 3) * V_W**(1 / 3))


assert abs(energy_ratio(W) - 1) < 1e-6
for _ in range(200):
    assert energy_ratio(rng.normal(size=(14, 3))) > 1
    stretch = np.eye(3) + 0.05 * rng.normal(size=(3, 3))
    assert energy_ratio(W @ stretch) > 1 - 1e-7
cube_ratio = energy_ratio(np.array(list(itertools.product([-1, 1], repeat=3)), float))
mean_gamma = np.linalg.norm(segments, axis=1).sum() / 2
many = np.arange(40000) + 0.5
z = 1 - 2 * many / len(many)
angle = np.pi * (1 + 5**0.5) * many
sphere_points = np.column_stack([np.sqrt(1 - z**2) * np.cos(angle),
                                 np.sqrt(1 - z**2) * np.sin(angle), z])
assert abs(gamma(sphere_points).mean() / mean_gamma - 1) < 1e-3
sphere_ratio = (4 * np.pi * mean_gamma
                / (3 * (4 * np.pi / 3)**(2 / 3) * V_W**(1 / 3)))


# --- repulsive second neighbours: facets lose their centre of symmetry ---
def facet_has_centre(vertices, h):
    height = vertices @ unit(h)
    facet = vertices[height > height.max() - 1e-5]
    mirrored = 2 * facet.mean(axis=0) - facet
    gaps = np.linalg.norm(mirrored[:, None] - facet[None], axis=2).min(axis=1)
    return bool(gaps.max() < 1e-4)


repulsive = np.array([phi1] * 6 + [-phi2] * 3)
W_repulsive = wulff_vertices(lambda h: counted_pair(h, repulsive))
assert facet_has_centre(W, (1, 1, 1))
assert not facet_has_centre(W_repulsive, (1, 1, 1))
assert (W_repulsive @ unit((1, 1, 0))).max() < counted_pair((1, 1, 0), repulsive) - 1e-3


# --- atom-by-atom clusters and islands ---
def broken_energy(occupied):
    total = 0.0
    for b, w in zip(bonds, phi):
        for sign in (1, -1):
            neighbour = np.roll(occupied, tuple(int(x) for x in -sign * b), (0, 1, 2))
            total += w / 2 * np.count_nonzero(occupied & ~neighbour)
    return total


def lattice_grid(half):
    r = np.arange(-half, half + 1)
    i, j, k = np.meshgrid(r, r, r, indexing="ij")
    return i, j, k, (i + j + k) % 2 == 0


g100, g110, g111 = (gamma(unit(h)) for h in [(1, 0, 0), (1, 1, 0), (1, 1, 1)])
scale = diameter / 2 / g100
volume = scale**3 * V_W
total_energy = 3 * scale**2 * V_W
i, j, k, site = lattice_grid(56)
inside = site.copy()
for h in plane_normals:
    n = unit(h)
    inside &= (i * n[0] + j * n[1] + k * n[2]) * a / 2 <= scale * gamma(n) + 1e-9
radius = (3 * volume / (4 * np.pi))**(1 / 3)
ball = site & ((i**2 + j**2 + k**2) * (a / 2)**2 <= radius**2)


def cluster_ratio(occupied):
    v = np.count_nonzero(occupied) * Omega
    return broken_energy(occupied) / (3 * v**(2 / 3) * V_W**(1 / 3))


cluster_W, cluster_ball = cluster_ratio(inside), cluster_ratio(ball)
assert abs(cluster_W - 1) < 0.01
assert abs(cluster_ball / sphere_ratio - 1) < 0.02
assert cluster_ball > cluster_W

i2, j2, k2, site2 = lattice_grid(15)
terrace = site2 & (i2 + j2 <= 0)


def island_energy(m, n):
    """m atoms along [1-10], n atoms along [001], on a (110) terrace."""
    occ = terrace.copy()
    for u, v in itertools.product(range(m), range(n)):
        x = u - 2
        occ[x + 15, 1 - x + 15, 1 + 2 * v + 15] = True
    return broken_energy(occ) - broken_energy(terrace)


step_001 = (island_energy(5, 4) - island_energy(5, 3)) / (2 * a)
step_110 = (island_energy(5, 4) - island_energy(4, 4)) / (2 * a / np.sqrt(2))
height = W @ unit((1, 1, 0))
facet110 = W[height > height.max() - 1e-5]
for step, across in [(step_001, (1, -1, 0)), (step_110, (0, 0, 1))]:
    half_width = (facet110 @ unit(across)).max()
    assert abs(half_width * spacing((1, 1, 0)) / step - 1) < 1e-5


# --- neglected effects: temperature and many-body bonding ---
def step_free_energy(cut, kink, T):
    """Per atomic spacing, kinks summed independently."""
    return cut / 2 + k_B * T * np.log(np.tanh(kink / (4 * k_B * T)))


sizes = np.arange(-3000, 3001)
explicit = phi1 / 2 - k_B * temperature * np.log(
    np.exp(-np.abs(sizes) * phi2 / (2 * k_B * temperature)).sum())
f_long = step_free_energy(phi1, phi2, temperature)
f_short = step_free_energy(phi2, phi1, temperature)
assert abs(explicit - f_long) < 1e-10
T_vanish = brentq(lambda T: step_free_energy(phi1, phi2, T), 100, 4000)
T_other = brentq(lambda T: step_free_energy(phi2, phi1, T), 100, 4000)
assert abs(T_vanish - T_other) < 1e-3

W_root = wulff_vertices(counted_root)
root_contact = (W_root @ unit((1, 1, 0))).max() / counted_root((1, 1, 0))
root_ratio = counted_root((1, 1, 0)) / counted_root((1, 1, 1))
assert root_contact < 1 - 1e-4

# --- printed numbers ---
edge1 = scale * phi1 * (a / np.sqrt(2)) / Omega
edge2 = scale * phi2 * a / Omega
areas = triangle_areas(hull) * scale**2
kinds = np.count_nonzero(np.abs(hull.equations[:, :3]) > 1e-3, axis=1)
print(f"lattice constant a = {a:.2f} nm")
print(f"first-neighbour bond energy = {phi1:.3f} eV")
print(f"second-neighbour bond energy = {phi2:.3f} eV")
print(f"distance between opposite {{100}} facets = {diameter:.1f} nm")
print(f"cell volume Omega = {Omega:.6f} nm^3")
print(f"cohesive energy of the pair model = {phi.sum():.3f} eV/atom")
for name, g in [("100", g100), ("110", g110), ("111", g111)]:
    print(f"gamma({name}) = {g:.3f} eV/nm^2 = {g * to_J_m2:.3f} J/m^2")
print(f"gamma(100)/gamma(111) = {g100 / g111:.4f}")
print(f"gamma(110)/gamma(111) = {g110 / g111:.4f}")
print(f"segment length, first neighbours = {phi1 * a / 2**0.5 / Omega:.3f} eV/nm^2")
print(f"segment length, second neighbours = {phi2 * a / Omega:.3f} eV/nm^2")
print(f"volume of W = {V_W:.1f} (eV/nm^2)^3")
print(f"scale factor lambda = {scale:.4f} nm^3/eV")
print(f"number of facets = {len(hull_normals)}, of vertices = {len(W)}")
print(f"edge length along <110> = {edge1:.3f} nm")
print(f"edge length along <100> = {edge2:.3f} nm")
for name, kind, number in [("100", 1, 6), ("110", 2, 12), ("111", 3, 8)]:
    part = areas[kinds == kind].sum()
    print(f"{{{name}}}: area per facet = {part / number:.2f} nm^2, "
          f"share of surface = {100 * part / areas.sum():.1f} %")
print(f"particle volume = {volume:.1f} nm^3")
print(f"atoms, volume/Omega = {volume / Omega:.0f}")
print(f"atoms counted in the cluster = {np.count_nonzero(inside)}")
print(f"total surface energy = {total_energy:.0f} eV")
print(f"sphere energy / Wulff energy, equal volume = {sphere_ratio:.4f}")
print(f"cube energy / Wulff energy, equal volume = {cube_ratio:.4f}")
print(f"atomistic Wulff cluster / continuum minimum = {cluster_W:.5f}")
print(f"atomistic sphere / continuum minimum = {cluster_ball:.5f}")
print(f"diamond (111), cheapest cut = {diamond_true:.3f} bonds per cell")
print(f"diamond (111), segment formula = {diamond_formula:.3f} bonds per cell")
print(f"(110) layer height = {spacing((1, 1, 0)):.4f} nm")
print(f"(110) step along [001], energy = {step_001:.4f} eV/nm")
print(f"(110) step along [1-10], energy = {step_110:.4f} eV/nm")
print(f"temperature of use = {temperature:.0f} K, kT = {k_B * temperature:.4f} eV")
print(f"step along [001]: {phi1 / 2:.4f} eV per spacing at 0 K, {f_long:.4f} eV at T")
print(f"step along [1-10]: {phi2 / 2:.4f} eV per spacing at 0 K, {f_short:.4f} eV at T")
print(f"{{110}} facet long side at T = {edge1 * f_long / (phi1 / 2):.2f} nm")
print(f"{{110}} facet short side at T = {edge2 * f_short / (phi2 / 2):.2f} nm")
print(f"estimated vanishing temperature of {{110}} facets = {T_vanish:.0f} K")
print(f"many-body gamma(110)/gamma(111) = {root_ratio:.4f}")
print(f"many-body shape: reach along [110] / gamma(110) = {root_contact:.4f}")
print("all tests passed")
```

Printed output:

```
lattice constant a = 0.41 nm
first-neighbour bond energy = 0.350 eV
second-neighbour bond energy = 0.035 eV
distance between opposite {100} facets = 20.0 nm
cell volume Omega = 0.017230 nm^3
cohesive energy of the pair model = 2.205 eV/atom
gamma(100) = 8.745 eV/nm^2 = 1.401 J/m^2
gamma(110) = 9.422 eV/nm^2 = 1.510 J/m^2
gamma(111) = 7.934 eV/nm^2 = 1.271 J/m^2
gamma(100)/gamma(111) = 1.1022
gamma(110)/gamma(111) = 1.1876
segment length, first neighbours = 5.889 eV/nm^2
segment length, second neighbours = 0.833 eV/nm^2
volume of W = 2952.5 (eV/nm^2)^3
scale factor lambda = 1.1435 nm^3/eV
number of facets = 26, of vertices = 48
edge length along <110> = 6.734 nm
edge length along <100> = 0.952 nm
{100}: area per facet = 64.40 nm^2, share of surface = 27.5 %
{110}: area per facet = 6.41 nm^2, share of surface = 5.5 %
{111}: area per facet = 117.83 nm^2, share of surface = 67.0 %
particle volume = 4415.1 nm^3
atoms, volume/Omega = 256240
atoms counted in the cluster = 257317
total surface energy = 11583 eV
sphere energy / Wulff energy, equal volume = 1.0628
cube energy / Wulff energy, equal volume = 1.2191
atomistic Wulff cluster / continuum minimum = 0.99997
atomistic sphere / continuum minimum = 1.06142
diamond (111), cheapest cut = 1.000 bonds per cell
diamond (111), segment formula = 1.500 bonds per cell
(110) layer height = 0.1450 nm
(110) step along [001], energy = 0.4268 eV/nm
(110) step along [1-10], energy = 0.0604 eV/nm
temperature of use = 600 K, kT = 0.0517 eV
step along [001]: 0.1750 eV per spacing at 0 K, 0.0827 eV at T
step along [1-10]: 0.0175 eV per spacing at 0 K, 0.0140 eV at T
{110} facet long side at T = 3.18 nm
{110} facet short side at T = 0.76 nm
estimated vanishing temperature of {110} facets = 920 K
many-body gamma(110)/gamma(111) = 1.2278
many-body shape: reach along [110] / gamma(110) = 0.9975
all tests passed
```
